\section*{Coulomb-Blockade Peak Heights from Porter–Thomas Level Widths}

\section{Why the mean widths are not enough}

Suppose that the conductance peaks of a closed quantum dot are predicted by inserting the mean level width into the formula for a single peak. All peaks then come out equal, and for two equal leads their common height is too large: twice the true mean height when time-reversal symmetry holds, and one and a half times the true mean when a magnetic field has broken it. A very small peak would be blamed on a defective contact. A rise of the mean height in a magnetic field would be read as a change of the tunnel barriers. Both effects follow from the statistics of the wave functions alone, with barriers that never change.

The dot considered here has chaotic single-particle dynamics and is coupled to a left and a right lead by one channel each. The resonant level has partial widths $x$ (left) and $y$ (right), both energies, with ensemble means $X$ and $Y$. The regime is
\begin{equation}
x+y\ll kT\ll \text{level spacing}\ll\text{charging energy}.
\label{regime}
\end{equation}
One level then carries the current near each peak, and electrons pass by sequential tunnelling. It will be shown that the height is proportional to
\begin{equation}
g=\frac{xy}{x+y},
\end{equation}
and that for equal means $X=Y=\overline\Gamma$ the variable $\alpha=g/\overline\Gamma$ has the Jalabert--Stone--Alhassid densities
\begin{align}
P_{\rm GOE}(\alpha)&=\sqrt{\frac{2}{\pi\alpha}}\;e^{-2\alpha},\label{goe}\\
P_{\rm GUE}(\alpha)&=4\alpha\,[K_0(2\alpha)+K_1(2\alpha)]\,e^{-2\alpha}.\label{gue}
\end{align}
GOE and GUE denote the Gaussian orthogonal and unitary ensembles of random matrices, which describe a dot with time-reversal symmetry and one in which an orbital magnetic field has fully broken it. Spin-orbit coupling is absent. The modified Bessel functions are
\begin{equation}
K_\nu(z)=\int_0^\infty e^{-z\cosh w}\cosh(\nu w)\,dw .
\label{bessel}
\end{equation}

\section{The height of one peak}

Let the level have $d$ spin states: $d=2$ if it is spin degenerate, $d=1$ if the spin splitting is large against $kT$. The charging energy forbids a second electron. With $W_0$ the probability that the level is empty, $W_1=1-W_0$, and $f_l,f_r$ the Fermi functions of the leads at the level energy $\varepsilon$, define $A=xf_l+yf_r$ and $\Gamma=x+y$. Each spin state is filled at rate $A/\hbar$ and emptied at rate $(\Gamma-A)/\hbar$. In the stationary state $dA\,W_0=(\Gamma-A)W_1$, so
\begin{equation}
W_0=\frac{\Gamma-A}{\Gamma+(d-1)A},\qquad W_1=\frac{dA}{\Gamma+(d-1)A}.
\end{equation}
The current from the left lead, with $e$ the magnitude of the charge, is
\begin{align}
I&=\frac{e}{\hbar}\,x\,[\,d f_lW_0-(1-f_l)W_1]
=\frac{e}{\hbar}\,\frac{xd\,[f_l(\Gamma-A)-(1-f_l)A]}{\Gamma+(d-1)A}\nonumber\\
&=\frac{e}{\hbar}\,\frac{xd\,(f_l\Gamma-A)}{\Gamma+(d-1)A}
=\frac{e}{\hbar}\,\frac{d\,xy\,(f_l-f_r)}{\Gamma+(d-1)A}.
\end{align}
For a small voltage $V$, $f_l-f_r=f(1-f)\,eV/kT$ and $A=\Gamma f$ in the denominator. Therefore
\begin{equation}
G=\frac{e^2}{\hbar kT}\,g\,\frac{d\,f(1-f)}{1+(d-1)f}.
\label{G}
\end{equation}
A gate voltage moves $\varepsilon$ and hence $f$. The derivative of the last fraction with respect to $f$ has a numerator proportional to
\begin{equation}
(1-2f)[1+(d-1)f]-(d-1)f(1-f)=(1-f)^2-d f^2 .
\end{equation}
It vanishes at $1-f=\sqrt d\,f$, that is $f=1/(1+\sqrt d)$. There $1+(d-1)f=\sqrt d$, and with $\hbar=h/2\pi$
\begin{equation}
G_{\max}=\frac{e^2}{h}\,\frac{2\pi\lambda_d}{kT}\,g,\qquad \lambda_d=\frac{d}{(1+\sqrt d)^2}.
\label{height}
\end{equation}
Since $(1-f)/f=e^{(\varepsilon-\mu)/kT}$, where $\mu$ is the chemical potential of the leads, the peak sits at $\varepsilon-\mu=\tfrac12kT\ln d$. This position does not depend on the widths, so at fixed $T$ and $d$ the factor $g$ alone fluctuates from peak to peak. When a second electron enters a half-filled level, one state can be filled and two can be emptied. This exchanges $f$ and $1-f$ and leaves the maximum unchanged, so for $d=2$ the two peaks of one orbital have the same height. All this holds for a model in which the charging energy is the only interaction. In a real dot exchange can make a state of spin 1 the ground state when two orbitals lie close together. For a transition between spins $1/2$ and $1$ the factor $\lambda_2$ is replaced by $3/(\sqrt2+\sqrt3)^2\approx0.30$, and the prefactor then varies from peak to peak as well.

For $d=1$ without interactions there is a coherent check. The thermally averaged Breit--Wigner formula reads
\begin{equation}
G=\frac{e^2}{h}\int\frac{xy}{(E-\varepsilon)^2+\Gamma^2/4}\left(-\frac{\partial f}{\partial E}\right)dE .
\end{equation}
For $\Gamma\ll kT$ the Lorentzian acts as a peak of area $2\pi/\Gamma$, and at $\varepsilon=\mu$, where $-\partial f/\partial E=1/4kT$, Eq.~\eqref{height} with $\lambda_1=1/4$ returns. The correction is of first order in $\Gamma/kT$.

\section{Porter--Thomas statistics of the widths}

By the golden rule a partial width is proportional to the squared wave function at the contact. If the dot is represented by an $N\times N$ matrix with normalized eigenvector $\psi$, and the leads touch sites 1 and 2, then
\begin{equation}
x=XN|\psi_1|^2,\qquad y=YN|\psi_2|^2,
\end{equation}
because $\langle|\psi_i|^2\rangle=1/N$. The two sites stand for contacts much farther apart than a Fermi wavelength. For a chaotic dot the Hamiltonian is modelled by a matrix from an ensemble without a preferred basis, so $\psi$ is uniformly distributed on the unit sphere. With time-reversal symmetry $\psi$ can be chosen real; otherwise it is complex.

Fix two real components $a,b$ and put $\rho^2=1-a^2-b^2$. The other $N-2$ components form a vector of length $R$, and the joint density of $a$ and $b$ is proportional to
\begin{equation}
\int_0^\infty\delta(\rho^2-R^2)\,R^{N-3}dR\propto\rho^{N-4}=(1-a^2-b^2)^{(N-4)/2}.
\end{equation}
In the complex case $2N-4$ real numbers remain, the power in the integral is $R^{2N-5}$, and the result is $(1-|a|^2-|b|^2)^{N-3}$. With $a=A/\sqrt N$, $b=B/\sqrt N$ and $N\to\infty$,
\begin{equation}
\text{real: } e^{-(A^2+B^2)/2},\qquad \text{complex: } e^{-|A|^2-|B|^2}.
\label{gauss}
\end{equation}
Both factorize, so the two widths become independent. In the real case $x/X=A^2$ is the square of a standard normal variable. In the complex case the area element of the plane is $\pi\,d(|A|^2)$ after integration over the phase, so $x/X=|A|^2$ has density $e^{-x/X}$. These are the Porter--Thomas laws.

\section{First derivation: independent widths}

This derivation uses the Porter--Thomas law of each width and their independence. The means may differ; let $p=1/X$ and $q=1/Y$.

\subsection{With time-reversal symmetry}

The inverse of $g$ is a sum of independent terms,
\begin{equation}
\frac1g=\frac1x+\frac1y=\frac{p}{A^2}+\frac{q}{B^2},
\end{equation}
which suggests a Laplace transform. For a standard normal $A$ and $s>0$ let $c=\sqrt{2s}$. Completing the square gives
\begin{equation}
\frac{A^2}{2}+\frac{s}{A^2}=\frac12\left(A-\frac cA\right)^2+c,
\end{equation}
so that $\langle e^{-s/A^2}\rangle=\sqrt{2/\pi}\;e^{-c}J$ with $J=\int_0^\infty e^{-(A-c/A)^2/2}dA$. The substitution $A\to c/A$ leaves the exponent unchanged and turns $dA$ into $(c/A^2)\,dA$. Half the sum of the two forms is
\begin{equation}
J=\frac12\int_0^\infty\left(1+\frac{c}{A^2}\right)e^{-(A-c/A)^2/2}dA=\frac12\int_{-\infty}^{\infty}e^{-v^2/2}dv=\sqrt{\frac{\pi}{2}},
\end{equation}
with $v=A-c/A$. Hence $\langle e^{-s/A^2}\rangle=e^{-\sqrt{2s}}$. Replacing $s$ by $sp$ and $sq$ and multiplying,
\begin{equation}
\langle e^{-s/g}\rangle=e^{-\sqrt{2s}\,(\sqrt p+\sqrt q)} .
\end{equation}
This is the transform of $(\sqrt p+\sqrt q)^2/A^2$. A Laplace transform fixes the distribution of a positive variable, so $g$ has the law of
\begin{equation}
\bar g\,A^2,\qquad \bar g=\frac{1}{(\sqrt p+\sqrt q)^2}=\frac{XY}{(\sqrt X+\sqrt Y)^2}.
\end{equation}
The height thus follows a Porter--Thomas law itself, with mean $\bar g$:
\begin{equation}
P(g)=\frac{e^{-g/2\bar g}}{\sqrt{2\pi\bar g\,g}} .
\label{goegen}
\end{equation}
For equal means $\bar g=\overline\Gamma/4$, and Eq.~\eqref{goe} follows.

\subsection{Without time-reversal symmetry}

Here the probability $S(t)$ that $g>t$ is found first. The condition $xy>t(x+y)$ is the same as $(x-t)(y-t)>t^2$. Since $g$ is smaller than both $x$ and $y$, it requires $x>t$ and then $y>t+t^2/(x-t)$. The exponential law gives the probability of the latter as $e^{-q[t+t^2/(x-t)]}$. With $u=x-t$,
\begin{equation}
S(t)=p\,e^{-(p+q)t}\int_0^\infty e^{-pu-qt^2/u}\,du .
\end{equation}
Put $u=t\sqrt{q/p}\;e^{w}$ and $z=2t\sqrt{pq}$. The exponent becomes $-z\cosh w$ and $du=t\sqrt{q/p}\,e^w dw$. Only the even part $\cosh w$ of $e^w$ survives the integration over all $w$, so the integral equals $2t\sqrt{q/p}\,K_1(z)$ and
\begin{equation}
S(t)=zK_1(z)\,e^{-(p+q)t}.
\label{surv}
\end{equation}
The density is $-dS/dt$. Integrating Eq.~\eqref{bessel} for $\nu=1$ by parts gives
\begin{equation}
K_1=z\int_0^\infty\sinh^2 w\,e^{-z\cosh w}dw=-zK_1'-zK_0,
\end{equation}
because $\sinh^2w=\cosh^2w-1$ and $K_1'=-\int_0^\infty\cosh^2w\,e^{-z\cosh w}dw$. Thus $d(zK_1)/dz=-zK_0$, and with $dz/dt=2\sqrt{pq}$
\begin{equation}
P(t)=z\,e^{-(p+q)t}\left[(p+q)K_1(z)+2\sqrt{pq}\,K_0(z)\right].
\label{guegen}
\end{equation}
For $p=q=1/\overline\Gamma$ and $t=\alpha\overline\Gamma$ one has $z=2\alpha$, and Eq.~\eqref{gue} follows.

\section{Second derivation: total width and its division}

Now let the means be equal and measure widths in units of $\overline\Gamma$. What is used is isotropy: the joint density of the two amplitudes depends only on the sum of their squares.

\subsection{With time-reversal symmetry}

Write $A=R\cos\theta$ and $B=R\sin\theta$. By isotropy $\theta$ is uniform on the circle and independent of $R$. Then
\begin{equation}
\alpha=\frac{A^2B^2}{A^2+B^2}=R^2\cos^2\theta\sin^2\theta=\frac{(R\sin2\theta)^2}{4}.
\end{equation}
The angle $2\theta$, taken modulo $2\pi$, is again uniform and independent of $R$. Therefore $R\sin2\theta$ has the same law as $R\sin\theta=B$, and
\begin{equation}
\alpha\ \text{has the law of}\ B^2/4 .
\label{quarter}
\end{equation}
For a standard normal $B$, $w=B^2$ has density $e^{-w/2}/\sqrt{2\pi w}$. Setting $w=4\alpha$ and multiplying by $dw/d\alpha=4$ gives $4e^{-2\alpha}/\sqrt{8\pi\alpha}$, which is Eq.~\eqref{goe}.

\subsection{Without time-reversal symmetry}

Let $x=su$ and $y=s(1-u)$, where $s$ is the total width and $u$ the share of the left lead. The Jacobian is $s$. A joint density $F(x+y)$ becomes $sF(s)$, which does not contain $u$: the share is uniform on $(0,1)$ and independent of $s$. In the limit \eqref{gauss} $F=e^{-s}$. Since $\alpha=su(1-u)$, the condition $\alpha>t$ means $s>s_0=t/[u(1-u)]$, and
\begin{equation}
S(t)=\int_0^1du\int_{s_0}^\infty s\,e^{-s}ds=\int_0^1(1+s_0)\,e^{-s_0}\,du .
\end{equation}
The derivative of $(1+s_0)e^{-s_0}$ with respect to $s_0$ is $-s_0e^{-s_0}$, so
\begin{equation}
P(t)=\int_0^1\frac{s_0\,e^{-s_0}}{u(1-u)}\,du .
\end{equation}
Put $u=(1+\tanh v)/2$. Then $1/[u(1-u)]=4\cosh^2v$ and $du=dv/(2\cosh^2v)$, and
\begin{align}
P(t)&=8t\int_{-\infty}^{\infty}\cosh^2v\;e^{-4t\cosh^2v}\,dv\nonumber\\
&=2t\,e^{-2t}\int_{-\infty}^\infty(1+\cosh w)\,e^{-2t\cosh w}\,dw ,
\end{align}
where $2\cosh^2v=1+\cosh w$ with $w=2v$. By Eq.~\eqref{bessel} the last integral is $2[K_0(2t)+K_1(2t)]$, and Eq.~\eqref{gue} is recovered.

\section{What each derivation assumes}

Both derivations rest on Eq.~\eqref{height}, hence on the regime \eqref{regime}, on one channel per lead and on the neglect of exchange. They differ in what they ask of the wave functions.

The first asks for independent widths, each with its Porter--Thomas law. At finite $N$ neither property is exact. The scaled intensities $N|\psi_i|^2$ add up to $N$, so the variance of their sum vanishes, and by symmetry any two of them have correlation $-1/(N-1)$. In return, this derivation allows unequal leads. If $X\gg Y$, then $\bar g\to Y$ in Eq.~\eqref{goegen}, and $zK_1(z)\to1$ in Eq.~\eqref{surv} leaves $S=e^{-t/Y}$. The weaker contact then controls the peak, whose height follows the Porter--Thomas law of that contact.

The second asks for isotropy and equal means, and needs independence of the widths only to fix the law of the total width. Its central statements therefore hold at finite $N$. Equation~\eqref{quarter} gives, for real eigenvectors with $N\ge4$,
\begin{equation}
P_N(\alpha)\propto\alpha^{-1/2}\left(1-\frac{4\alpha}{N}\right)^{(N-3)/2},\qquad 0<\alpha<\frac N4 ,
\end{equation}
since a single component has density $\propto(1-B^2/N)^{(N-3)/2}$. The mean heights do not depend on $N$ at all: $\langle\alpha\rangle=\langle B^2\rangle/4=1/4$ in the real case and $\langle s\rangle\langle u(1-u)\rangle=2\cdot\frac16=1/3$ in the complex case. With unequal means $g$ is no longer a function of $R\sin2\theta$ alone, and the doubling of the angle does not help.

Eigenvectors of random matrices with $N=80$, 32000 levels per class, test the limit without assuming Gaussian amplitudes. The largest distance between the sampled and the predicted cumulative distribution of $\alpha$ is 0.005 (GOE) and 0.010 (GUE). Against the law of the other class it is 0.25 and 0.26. For mean widths in the ratio $4:1$ the distances from Eqs.~\eqref{goegen} and \eqref{guegen} are below 0.01.

Both derivations fail if a lead carries several channels, if the contacts are so close that the wave function is correlated between them, or if the field breaks the symmetry only partly.

\section{Small peaks, large peaks and the spread}

A small peak needs only one small width. A real amplitude has finite density at zero, so its square has a density that diverges as an inverse square root, and $P_{\rm GOE}\simeq\sqrt{2/\pi\alpha}$. A complex amplitude must have both its real and its imaginary part small, which removes the divergence. As $K_1(2\alpha)\simeq1/2\alpha$, one finds $P_{\rm GUE}(0)=2$. The density first rises, because the term $4\alpha K_0(2\alpha)\simeq-4\alpha\ln\alpha$ outweighs the linear decrease from the exponential. Its maximum is 2.22, at $\alpha\approx0.05$.

A large peak needs two large widths. At fixed $g$ the sum $x+y$ is smallest for $x=y=2g$, where it equals $4g$. The Gaussian weights \eqref{gauss} then give $e^{-2\alpha}$ and $e^{-4\alpha}$, in agreement with Eq.~\eqref{goe} and with $P_{\rm GUE}\simeq4\sqrt{\pi\alpha}\,e^{-4\alpha}$, which follows from $K_\nu(z)\simeq\sqrt{\pi/2z}\,e^{-z}$. Very high peaks are thus more frequent with time-reversal symmetry, although at $\alpha=1$ the GUE density is still the larger one, 0.137 against 0.108.

The second moments follow from the second derivation. For the GOE $\langle\alpha^2\rangle=\langle B^4\rangle/16=3/16$. For the GUE $\langle s^2\rangle=\int_0^\infty s^3e^{-s}ds=6$ and $\langle u^2(1-u)^2\rangle=1/30$, so $\langle\alpha^2\rangle=1/5$. The standard deviations relative to the mean are
\begin{equation}
\frac{\sqrt{3/16-1/16}}{1/4}=\sqrt2,\qquad \frac{\sqrt{1/5-1/9}}{1/3}=\frac{2}{\sqrt5}\approx0.89 .
\end{equation}

\section{A dot with round parameters}

Take a model dot with $\overline\Gamma=0.5\,\mu$eV per lead, $kT=10\,\mu$eV (0.116 K), level spacing 200 $\mu$eV and charging energy 1000 $\mu$eV. The field that breaks the symmetry is assumed to split the spins by much less than $kT$, so $d=2$ and $\lambda_2=0.343$ in both classes. The height for $\alpha=1$ is
\begin{equation}
\frac{e^2}{h}\,2\pi\times0.343\times\frac{0.5}{10}=0.108\,\frac{e^2}{h}.
\end{equation}
Multiplication by $1/4$ and $1/3$ gives mean heights of $0.027\,e^2/h$ (1.04 $\mu$S) without the field and $0.036\,e^2/h$ (1.39 $\mu$S) with it. Inserting $x=y=\overline\Gamma$ would have given $\alpha=1/2$, that is $0.054\,e^2/h$, in both cases. The standard deviations are 0.038 and $0.032\,e^2/h$. The field therefore raises the mean and narrows the distribution. Peaks below one tenth of their mean make up 25\% of all peaks without the field and 7\% with it.

The factor $4/3$ between the mean heights belongs to equal leads. For mean widths in the ratio $4:1$ it is 1.30, and it tends to 1, though slowly, when one contact is much weaker than the other: at $100:1$ it is still about 1.13. It also presupposes equal $d$. If the field splits the spins by much more than $kT$, then $\lambda_2$ is replaced by $\lambda_1=0.25$, and the ratio for equal leads becomes $\frac43\times0.25/0.343\approx0.97$: the rise of the mean is cancelled, while the change in the shape of the distribution remains.

One source of error in these heights is the finite $\Gamma/kT$. Another, not included here, is a neighbouring level that happens to lie within a few $kT$, since the spacings in a chaotic dot fluctuate. For a noninteracting level with $d=1$ and the mean total width of 1 $\mu$eV, the Breit--Wigner peak is 2.7\% lower than the sequential result. The ensemble mean of the height loses more, because high peaks belong to broad levels. To first order the loss of one peak is proportional to $g\Gamma=xy$, so the mean is reduced as if the total width were $\langle xy\rangle/\langle g\rangle$. This is $4\overline\Gamma$ without the field and $3\overline\Gamma$ with it, instead of $2\overline\Gamma$, and the mean heights for $d=1$ drop by about 5\% and 4\%. The corresponding correction for $d=2$ with interactions has not been computed here. The numerical output lists the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
Mean partial width per lead: 0.5 micro-eV
kT: 10.0 micro-eV = 0.1160 K
Level spacing: 200.0 micro-eV; charging energy: 1000.0 micro-eV
lambda_d, d=1: formula 0.250000, master equation 0.250000
  peak position (level - mu)/kT: formula 0.0000, master equation 0.0000
lambda_d, d=2: formula 0.343146, master equation 0.343146
  peak position (level - mu)/kT: formula 0.3466, master equation 0.3466
Breit-Wigner/sequential peak, d=1, total width 1.0 micro-eV: 0.9735
Height for alpha=1, d=2: 0.10780 e^2/h
Height for alpha=1, d=1: 0.07854 e^2/h
Largest error of survival formulas vs polar integrals: 1.3e-10
GOE: mean alpha 0.250000, mean alpha^2 0.187500
  relative standard deviation: 1.4142
  mean height, d=2: 0.02695 e^2/h = 1.0441 microsiemens
  standard deviation of height: 0.03811 e^2/h
  fraction of peaks below 0.1 of the mean: 0.2482
GUE: mean alpha 0.333333, mean alpha^2 0.200000
  relative standard deviation: 0.8944
  mean height, d=2: 0.03593 e^2/h = 1.3921 microsiemens
  standard deviation of height: 0.03214 e^2/h
  fraction of peaks below 0.1 of the mean: 0.0714
Ratio of mean heights GUE/GOE, equal leads: 1.33333
Mean g for X=4, Y=1 (units of Y): GOE 0.44444, GUE 0.57921
Ratio of mean heights GUE/GOE, 4:1 leads: 1.30322
GUE density of alpha near zero: 2.0000
GUE density maximum: 2.2225 at alpha = 0.0488
P(alpha=0.05): GOE 3.2287, GUE 2.2224
P(alpha=0.25): GOE 0.9679, GUE 1.5654
P(alpha=1.0): GOE 0.1080, GUE 0.1374
Random matrices: N = 80, 400 matrices, 32000 levels per class
GOE matrices: mean alpha 0.2486, width correlation -0.0181
  largest CDF distance: widths 0.0054, heights 0.0054, 4:1 leads 0.0074
  largest CDF distance to the law of the other class: 0.2537
GUE matrices: mean alpha 0.3332, width correlation -0.0169
  largest CDF distance: widths 0.0081, heights 0.0096, 4:1 leads 0.0077
  largest CDF distance to the law of the other class: 0.2622
\end{verbatim}
